# Flat-Band Voltage of a Symmetric Metal-Silicon-Metal Structure

## Problem

A layer of n-type silicon of length \(L=10\,000\) nm (10 micrometres) lies between two identical metal contacts. It holds \(N=1.0\times10^{15}\) donors per cubic centimetre, uniformly distributed and all ionized, and its relative permittivity is \(\kappa=11.7\). Each contact presents a barrier \(\phi=0.85\) eV to electrons, a rough value for platinum silicide on silicon. The temperature is 300 K.

A voltage \(V\) makes one metal negative (the reverse-biased contact) and the other positive (the forward-biased contact). The flat-band voltage \(V_{FB}\) is the voltage at which the silicon is fully depleted of electrons and the electric field at the positive contact is zero, so that the bands meet that contact horizontally.

(a) Estimate \(V_{FB}\) by scaling.
(b) Calculate it from Poisson's equation.
(c) Find the voltage at which depletion first becomes complete, and decide whether it is the same as \(V_{FB}\).
(d) At flat band the positive contact can inject holes. Find how far their charge moves the answer.

The algebra uses atomic units: the electron has charge \(-1\), energies are in hartree, and a charge density \(\rho\) enters Poisson's equation with the factor \(4\pi\). A voltage and the corresponding electron energy then have the same numerical value. The problem is treated as one-dimensional, without traps or interface layers.

## First estimate by scaling

The depleted layer carries a positive charge \(NL\) per unit area. By Gauss's law, a field that collects all of this charge has the size

\[
F\sim\frac{4\pi NL}{\kappa}.
\]

If this field acted over the whole length, the voltage would be

\[
V_{\rm est}=FL=\frac{4\pi NL^2}{\kappa}.
\]

In atomic units \(N=1.4818\times10^{-10}\) and \(L=1.88973\times10^{5}\), so \(NL^2=5.292\) and

\[
V_{\rm est}=\frac{4\pi\times5.292}{11.7}=5.68\ \text{hartree}/e ,
\]

or about 155 V. The estimate should give the dependence on \(N\), \(L\) and \(\kappa\), because no other large voltage is present: the barrier is below one volt and \(kT\) is 0.02585 eV. It cannot give the numerical factor, because the field is not uniform.

## Solution

### The field in a depleted layer

Put the negative contact at \(x=0\) and the positive one at \(x=L\). Let \(\varphi(x)\) be the electrostatic potential and \(n(x)\) the electron density. Poisson's equation is

\[
\varphi''=-\frac{4\pi}{\kappa}(N-n).
\]

The conduction-band edge is the potential energy of an electron, \(U=-\varphi+\text{const}\). The sign therefore changes:

\[
U''=a\left(1-\frac nN\right),\qquad a=\frac{4\pi N}{\kappa}.
\]

Measure \(U\) from the Fermi level of the positive metal. The band edge at that contact lies at \(\phi\). The Fermi level of the negative metal is higher by \(V\), and the band edge there lies \(\phi\) above it. Hence

\[
U(0)=\phi+V,\qquad U(L)=\phi .
\]

Under complete depletion \(n=0\) and \(U''=a\). Integrating twice from \(x=0\) gives

\[
U(x)=\phi+V+U'(0)\,x+\frac a2x^2 .
\]

The condition at \(x=L\) fixes the slope at the negative contact:

\[
0=V+U'(0)L+\frac a2L^2
\quad\Rightarrow\quad
U'(0)=-\frac VL-\frac{aL}{2}.
\]

Since \(U'(L)=U'(0)+aL\), the slope at the positive contact is

\[
U'(L)=\frac{aL}{2}-\frac VL .
\]

It vanishes when

\[
V_{FB}=\frac{aL^2}{2}=\frac{2\pi NL^2}{\kappa}.
\]

The barrier has cancelled because it is the same at both ends. With unequal barriers \(\phi_0\) and \(\phi_L\) the total drop is \(U(0)-U(L)=V+\phi_0-\phi_L\). This drop must equal \(aL^2/2\) at flat band, so the flat-band voltage becomes \(aL^2/2+\phi_L-\phi_0\).

For the given layer,

\[
V_{FB}=\frac{2\pi\times5.292}{11.7}=2.842\ \text{hartree}/e ,
\]

which is 77.3 V. Lowering only the positive contact's barrier to 0.75 eV changes this to 77.2 V.

The electric field is \(-\varphi'=U'\). At flat band it grows linearly from zero at the positive contact to the magnitude

\[
|U'(0)|=aL=\frac{2V_{FB}}{L}=0.155\ \text{MV/cm}
\]

at the negative one. All field lines that start on the donors then end on the negative metal, and the positive metal carries no surface charge.

### Complete depletion is a separate condition

The calculation assumed \(n=0\). That assumption has to be checked, because the parabola can be drawn at any voltage. With \(V_{FB}=aL^2/2\), the slope found above reads

\[
U'(L)=\frac{V_{FB}-V}{L}.
\]

Below flat band it is positive: the band edge rises towards the positive contact and has a minimum at some \(x_0<L\). Since the slope changes at the rate \(a\),

\[
L-x_0=\frac{U'(L)}{a}=\frac{V_{FB}-V}{aL}=L\,\frac{V_{FB}-V}{2V_{FB}} .
\]

The depth of the minimum below \(U(L)\) is

\[
h=\frac a2(L-x_0)^2=\frac{V_{FB}}{L^2}\,L^2\,\frac{(V_{FB}-V)^2}{4V_{FB}^2}
=\frac{(V_{FB}-V)^2}{4V_{FB}} .
\]

At \(V=0\) this would be \(V_{FB}/4\), about 19 eV, and the band edge would lie some 18 eV below the Fermi level. Electrons would fill such a well, so the layer cannot be depleted at zero bias. Applying the parabola there contradicts its own assumption.

To find where depletion becomes complete, keep the electrons. Treat them as non-degenerate and in equilibrium with the positive metal. This neglects the forward voltage of a few hundredths of a volt that carries the leakage current out through that contact; it would raise the reach-through voltage found below by roughly half a volt if emission over the barrier dominates the leakage, and by about one volt if thermal generation with a lifetime near 1 microsecond adds to it. Then

\[
\frac nN=e^{-(U-U_b)/kT},\qquad U_b=kT\ln\frac{N_c}{N}.
\]

Here \(N_c\) is the effective density of states of the conduction band and \(U_b\) is the band edge in neutral silicon. For \(N_c=2.82\times10^{19}\) per cubic centimetre, \(U_b=0.265\) eV. The built-in energy is \(V_{bi}=\phi-U_b=0.585\) eV.

While a neutral region survives, write \(u=U-U_b\) on its positive-contact side and multiply Poisson's equation by \(u'\):

\[
u'u''=a\left(1-e^{-u/kT}\right)u' .
\]

Both sides are derivatives. Integrating,

\[
\frac{u'^2}{2}=a\left(u+kT\,e^{-u/kT}\right)+C .
\]

In the neutral region \(u=0\) and \(u'=0\), so \(C=-a\,kT\). At the contact \(u=V_{bi}\), which is more than \(22\,kT\), and the exponential can be dropped:

\[
U'(L)=\sqrt{2a\,(V_{bi}-kT)} .
\]

In this approximation the slope does not depend on \(V\). As long as neutral silicon separates the two depletion regions, the applied voltage widens only the one at the negative contact. With \(aL^2=2V_{FB}=154.7\) V,

\[
L\,U'(L)=\sqrt{2\times154.7\times(0.5851-0.0259)}=13.15\ \text{V},
\]

so the field at the positive contact stays at 0.0132 MV/cm (holes next to that contact, neglected here, raise it by about 1%). Its depletion region is \(U'(L)/a\), or \(13.15/154.7=0.085\) of the layer.

The constant slope and the falling slope \((V_{FB}-V)/L\) meet at the reach-through voltage:

\[
V_{RT}=V_{FB}-L\sqrt{2a\,(V_{bi}-kT)}=77.33-13.15=64.2\ \text{V}.
\]

Depletion is thus essentially complete some 13 V before the bands are flat. It is necessary for the flat-band formula, but the formula also needs the second condition, \(U'(L)=0\).

The change at \(V_{RT}\) is smooth. A finite-difference solution of Poisson's equation with the Boltzmann electrons gives a largest \(n/N\) of 1.00 at 30 V, 0.094 at \(V_{RT}\) and \(1.2\times10^{-7}\) at 70 V. The value at \(V_{RT}\) can be compared with the bare parabola. There \(h=V_{bi}-kT\), which puts the minimum at \(U_b+kT\) and would give \(n/N=e^{-1}=0.37\). The electrons reduce the positive charge and hence \(U''\). With the end values fixed, this raises \(U\) between the contacts, so fewer electrons remain than the parabola suggests.

The same numerical solution has zero slope at the positive contact at 77.33 V, with a largest \(n/N\) of \(1.5\times10^{-10}\). Neglecting the electrons at flat band is therefore justified within this model.

### What happens to the holes

The potential energy of a hole is \(-U\) plus a constant, so a hole must climb to reach a place where \(U\) is low. The minimum of \(U\) is therefore a hump for holes leaving the positive metal. Its height \(h\) adds to the contact's own hole barrier, which is \(1.12-0.85=0.27\) eV for a rough silicon gap of 1.12 eV. At 70 V,

\[
h=\frac{(77.33-70)^2}{4\times77.33}=0.174\ \text{eV},
\]

which is still \(6.7\,kT\), and the Boltzmann factor for crossing it is about \(10^{-3}\). In the field of the donors alone, the hump vanishes at \(V_{FB}\), and above that voltage the field at the positive contact pulls holes into the silicon. The charge of the injected holes moves this point to a higher voltage.

The injected holes are positive, like the donors. Let \(s=L-x\) be the distance from the positive contact and \(F(s)\) the magnitude of the field. With hole density \(p\),

\[
\frac{dF}{ds}=a\left(1+\frac pN\right).
\]

Keep the criterion \(F(0)=0\). The voltage is the integral of \(F\), and integration by parts gives

\[
V=\int_0^L F\,ds
=\Big[-(L-s)F\Big]_0^L+\int_0^L(L-s)\frac{dF}{ds}\,ds .
\]

The bracket vanishes at \(s=L\) through its first factor and at \(s=0\) through \(F(0)=0\). Since \(a\int_0^L(L-s)\,ds=aL^2/2\),

\[
V=V_{FB}+a\int_0^L(L-s)\,\frac{p(s)}{N}\,ds .
\]

Injected holes raise the voltage needed for zero contact field. Those near the positive contact have the largest weight, because their field lines cross almost the whole layer.

The density \(p\) requires a transport model. Take drift and diffusion, a thermally emitted supply from the metal with a hole mass of 0.8 electron masses (valence-band density of states \(N_v=1.8\times10^{19}\) per cubic centimetre), a hole mobility \(\mu=450\) cm²/Vs and a saturation velocity \(v_s=1.0\times10^7\) cm/s, all rough. Solved together with Poisson's equation, this gives a hole current density \(J=50.8\) A/cm², a ratio \(p/N=0.42\) at the contact, and zero contact field at 82.2 V. The shift is 4.9 V, or 6% of the donor-only result. It is nearly proportional to \(N_v\), for which tabulated values differ: \(1.04\times10^{19}\) gives 2.8 V and \(3.1\times10^{19}\) gives 8.6 V. All hole figures below refer to \(1.8\times10^{19}\).

Its size can be understood by hand. Away from the contact, drift carries the current, and the assumed velocity law is

\[
\frac1v=\frac1{v_s}+\frac1{\mu F}.
\]

With \(p=J/(ev)\) and the donor field \(F\approx as\),

\[
\frac{p}{N}\approx r\left(1+\frac{v_s}{\mu a s}\right),\qquad
r=\frac{J}{eNv_s}=0.032 .
\]

The second term would diverge at the contact, where diffusion takes over from drift. The scale of the diffusion region is the distance over which the energy gained from the field, about \(as^2\), reaches \(kT\):

\[
s_0=\sqrt{\frac{kT}{a}}=L\sqrt{\frac{0.02585}{154.7}}=0.013\,L .
\]

Cutting the second integral off at \(s_0\), and using

\[
\int_{s_0}^{L}\frac{L-s}{s}\,ds\approx L\left(\ln\frac L{s_0}-1\right),
\]

we obtain

\[
\Delta V\approx2V_{FB}\,r\left[\frac12+\frac{v_s}{\mu aL}\left(\ln\frac L{s_0}-1\right)\right].
\]

The field \(aL=0.155\) MV/cm gives \(v_s/(\mu aL)=0.144\), and the logarithm is 4.35. The bracket is \(0.50+0.48\), and \(\Delta V\approx4.8\) V. About half the shift comes from holes at the saturation velocity, and half from their slower motion in the weak field near the positive contact. The cutoff is an estimate, so the close agreement with 4.9 V is partly fortunate.

The effect depends strongly on the barrier. If \(\phi\) is 0.80 eV instead, the hole barrier is 0.05 eV higher, the current falls to 6.8 A/cm², and the contact field vanishes at 78.0 V. At \(\phi=0.75\) eV the shift is 0.0996 V. The integral for the shift, with \(p\) computed in the field of the donors alone, gives 0.0995 V. This tests the full solution in the limit of weak injection.

## Comparison of estimate and solution

The scaling estimate is 155 V and the donor-only solution is 77.3 V. They have the same dependence on \(N\), \(L\) and \(\kappa\) and differ by a factor of two:

\[
\frac{V_{FB}}{V_{\rm est}}=\frac{2\pi NL^2/\kappa}{4\pi NL^2/\kappa}=\frac12 .
\]

The estimate used the largest field over the full length, whereas the field falls linearly to zero and its mean is half its peak.

The factor can also be read from the donors one layer at a time. A layer of charge \(N\,dx\) at \(x\), together with the opposite charge it draws onto the negative metal, produces a field \(4\pi N\,dx/\kappa\) over the distance \(x\). Summing the voltages gives

\[
V_{FB}=\int_0^L\frac{4\pi N}{\kappa}\,x\,dx=\frac{2\pi NL^2}{\kappa}.
\]

The scaling estimate would be right if all the donors sat next to the positive contact, at \(x=L\). Their mean distance from the negative contact is \(L/2\), which supplies the missing factor. The hole correction has the same form, since \(L-s=x\).

What scaling misses altogether is the distinction between \(V_{RT}\) and \(V_{FB}\). Their difference, \(L\sqrt{2a(V_{bi}-kT)}\), grows as \(L\sqrt N\), apart from the slow logarithmic change of \(V_{bi}\) with \(N\), while \(V_{FB}\) grows as \(L^2N\). In relative terms, the two voltages approach each other for a long or heavily doped layer. In a short or lightly doped one the difference can exceed \(V_{FB}\). The formula for \(V_{RT}\) then turns negative, which signals that the layer is already depleted at zero bias.

## The result beside a real device

Platinum silicide contacts on both sides of a thin n-type silicon layer are used in barrier-injection transit-time diodes, and the length and doping chosen here are of the kind found in such devices. The donor-only answer of 77 V is a reasonable design figure if the layer is uniform and injection is weak. For small errors, the formula gives

\[
\frac{\delta V_{FB}}{V_{FB}}=\frac{\delta N}{N}+2\,\frac{\delta L}{L}.
\]

A doping 5% high and a length 3% high would together add 11%, or 8.5 V. With the \(N_v\) used above, the neglect of hole charge costs about 5 V for the 0.85 eV barrier and less than 1 V for 0.80 eV. The error is far from symmetric: at 0.90 eV the same transport model gives a shift of about 37 V. An uncertainty of 0.05 eV in the barrier can therefore change the hole correction from below 1 V to tens of volts, and the donor-only figure should not be used without a measured barrier.

Heating is a practical limit. At 82.2 V and 50.8 A/cm² the layer dissipates 4.2 kW/cm². Without heat loss, and with a rough heat capacity of 1.7 J/(cm³ K), it would warm by 2.5 K per microsecond. Hole injection grows quickly with temperature: with gap, barrier and mobility held fixed and \(N_v\) growing as \(T^{3/2}\), a rise of 10 K increases the hole shift from 4.9 V to about 7.4 V, and to about 8 V if the shrinking gap also lowers the hole barrier. The 300 K figures therefore apply to pulses of about a microsecond or less, or to a well-cooled device.

Avalanche does not intervene first in this model. With rough silicon ionization coefficients and the donor field at \(V_{FB}\), electrons crossing the layer are multiplied by 1.03, and breakdown of the same layer is reached near 200 V if the charge of injected holes is neglected. These figures depend on the coefficient set, which is extrapolated to low field here; another common set gives a multiplication of 1.0002 and breakdown near 230 V. This assumes a plane contact; field crowding at an unprotected contact edge would lower the breakdown voltage. A longer or more heavily doped layer needs its own check, because the peak field \(aL\) grows with both \(N\) and \(L\).

At the negative contact, the image force lowers the electron barrier by 0.044 eV. Including this and thermally assisted tunnelling, the electron leakage is a few times \(10^{-7}\) A/cm². At the saturation velocity, that corresponds to an electron density of a few times \(10^{-10}N\). Once holes flow, they create more electrons than this by impact ionization: with the first set of coefficients above, the hole current of 50.8 A/cm² generates about 0.02 A/cm² of electrons, a density of order \(10^{-5}N\). Both are far too small to affect the flat-band voltage. The numerical output lists the remaining intermediate values.

## Computed values

```
layer length: 10000 nm
donor density: 1.00e+15 cm^-3
relative permittivity: 11.7
temperature: 300 K; kT: 0.02585 eV
electron barrier (rough): 0.85 eV
band gap (rough): 1.12 eV
hole barrier: 0.27 eV
masses e-DOS, hole, tunnel: 1.08, 0.8, 0.2 m_e
hole mobility (rough): 450 cm2/Vs
saturation velocity (rough): 1.0e+07 cm/s
heat capacity (rough): 1.7 J/(cm3 K)
donor density: 1.4818e-10 bohr^-3
layer length: 1.88973e+05 bohr
V_FB formula: 2.8418 hartree/e
V_FB formula: 77.330 V
V_FB Poisson-Boltzmann: 77.330 V
V_FB, forward barrier 0.75 eV: 77.230 V
peak field at V_FB: 0.1547 MV/cm
largest n/N at V_FB: 1.5e-10
Nc: 2.816e+19 cm^-3; Nv: 1.796e+19 cm^-3
bulk band edge above Fermi level: 0.2649 eV
built-in energy: 0.5851 eV
forward field, neutral layer: 0.01315 MV/cm
same field, numerical at 30 V: 0.01315 MV/cm
largest n/N at 30 V: 1.0000
reach-through voltage: 64.18 V
largest n/N at reach-through: 0.094
hole hump at 70 V, formula: 0.1737 eV
hole hump, numerical: 0.1737 eV
largest n/N at 70 V: 1.2e-07
zero-field voltage with holes: 82.24 V
shift by hole charge: 4.91 V
hole current density: 50.8 A/cm2
p/N at forward contact: 0.417
with barrier 0.80 eV: 78.02 V
hole current, that barrier: 6.75 A/cm2
weak-injection shift, barrier 0.75 eV: 0.0996 V
same shift, first order: 0.0995 V
power density: 4181 W/cm2
heating rate without heat loss: 2.46 K/us
electron multiplication at V_FB: 1.0254
hole multiplication at V_FB: 1.000205
avalanche breakdown voltage: 202 V
image-force lowering: 0.0436 eV
tunnelling exponent at Fermi level: 154.8
thermal-tunnelling gain exponent: 0.220
electron leakage: 4.1e-07 A/cm2
leakage electron density over N: 2.6e-10
```
